# Donor–metal–donor angles between the ligands of a D2d bis-chelate

**Question**

I am working on an exercise about metal complexes used as vapour precursors. A metal M holds two identical bidentate ligands. The complex has $D_{2d}$ symmetry, the two ligand planes are perpendicular, and each bite angle (the angle donor–M–donor within one ligand) is 90°. I have to show that every donor–M–donor angle between *different* ligands is 120°.

I don't see where 120° comes from. If the planes are perpendicular, shouldn't a bond in one plane be perpendicular to a bond in the other? And 120° makes me think of a trigonal planar centre, yet there are four donors here. I also can't tell what $D_{2d}$ adds, since the perpendicular planes and the bite angles are given separately. Finally, how much would the answer change if a real molecule were slightly distorted?

**Answer**

Perpendicular planes do not make every line in one perpendicular to every line in the other. The two planes share a line, and bonds in both planes can have components along it. Those components produce the 120°. The symmetry is needed to say how the ligands are oriented relative to that shared line.

**What the symmetry fixes**

Take the $S_4$ axis as $z$. The operation $S_4$ turns the molecule by 90° about $z$ and then reflects $z$ to $-z$:

$$S_4:\quad (x,y,z)\;\to\;(-y,\,x,\,-z).$$

A point left in place must satisfy $x=-y$, $y=x$ and $z=-z$. The first two give $x=-x$, so $x=y=0$, and the third gives $z=0$. A single metal atom must be carried onto itself, so it sits at this one fixed point, which I take as the origin.

$D_{2d}$ also has two mirror planes that contain $z$ and are perpendicular to each other. In the chelate meant here, each ligand lies in one of them. Let ligand A, with donors A1 and A2, lie in the $xz$ plane. The other mirror, the $yz$ plane, sends $x$ to $-x$ and exchanges A1 with A2. Their bonds to M therefore have equal length, and the bisector of the bite angle lies in both mirrors, hence along $z$. Choose its direction as $+z$.

The operation $S_4$ carries ligand A into ligand B. It turns the $xz$ plane into the $yz$ plane and reverses $z$, so the bisector of B points along $-z$. The ligands are thus on opposite sides of the metal. This is the information that "perpendicular planes" does not supply.

**The calculation**

Angles depend on bond directions, so unit vectors from M to the donors are enough. Let $\beta$ be the bite angle, $\theta$ an angle between donors of different ligands, and

$$s=\sin\frac{\beta}{2},\qquad c=\cos\frac{\beta}{2}.$$

Each bond of A makes the angle $\beta/2$ with $+z$, so

$$\mathbf a_\pm=(\pm s,\,0,\,c).$$

Applying $S_4$ to these gives

$$\mathbf b_\pm=(0,\,\pm s,\,-c).$$

Before using them, check that the bite angles are right:

$$\mathbf a_+\cdot\mathbf a_-=-s^2+c^2=\cos\beta,\qquad
\mathbf b_+\cdot\mathbf b_-=-s^2+(-c)^2=\cos\beta.$$

Now take one bond from each ligand, with any choice of the two signs:

$$\cos\theta=\mathbf a_\pm\cdot\mathbf b_\pm
=(\pm s)(0)+(0)(\pm s)+(c)(-c)=-c^2.$$

The signs have dropped out, so all four inter-ligand angles are equal. With $\cos^2(\beta/2)=(1+\cos\beta)/2$ the result is

$$\boxed{\cos\theta=-\cos^2\frac{\beta}{2}=-\frac{1+\cos\beta}{2}}$$

For $\beta=90^\circ$, $\cos\beta=0$ and $\cos\theta=-1/2$. The cosine decreases steadily between 0° and 180°, so there is one angle in that range with this cosine: $\theta=120^\circ$.

The scalar product also answers your first objection. Split each bond into a part along $z$ and a part across it. The transverse parts lie along $x$ for A and along $y$ for B, and these are indeed perpendicular. The axial parts, $c$ and $-c$, are antiparallel. They contribute $-c^2$ and make the angle obtuse.

As for the trigonal planar picture, consider the three bonds to A1, B1 and B2. The angles between them are 120°, 120° and 90°, with sum 330°. Three coplanar bonds either surround the centre, with angles adding up to 360°, or lie within a half-plane, with the largest angle equal to the sum of the other two. Neither holds here, since $330\neq360$ and $120\neq120+90$, so these three are not coplanar. An angle of 120° between two bonds does not by itself say that a third bond lies in their plane.

**The same law without coordinates**

Add the four unit vectors:

$$\mathbf R=\mathbf a_++\mathbf a_-+\mathbf b_++\mathbf b_-.$$

$S_4$ permutes the four bonds, so it leaves $\mathbf R$ unchanged. We saw that the zero vector is the one vector with this property, hence $\mathbf R=0$. Now square it. The four squares give 4. There are six pairs of bonds, two within ligands and four between them, and each pair appears twice in the square:

$$0=\mathbf R\cdot\mathbf R=4+2\,(2\cos\beta+4\cos\theta)
=4+4\cos\beta+8\cos\theta.$$

Solving for $\cos\theta$ gives $-(1+\cos\beta)/2$ again. This route uses the equality of the four inter-ligand angles, which the symmetry supplies. It also shows why $\theta$ must fall when $\beta$ grows: the six cosines have a fixed sum of $-2$.

Three cases help to place the result:

- As $\beta\to0$, the two donors of each ligand merge in direction. Then $\cos\theta\to-1$ and $\theta\to180^\circ$, as in a linear two-coordinate centre.
- As $\beta\to180^\circ$, all bonds approach the $xy$ plane. Then $\cos\theta\to0$ and $\theta\to90^\circ$, which is a square.
- Setting $\theta=\beta$ gives $2\cos\beta=-1-\cos\beta$, so $\cos\beta=-1/3$ and both angles are 109.47°. This is the regular tetrahedron.

A 90° bite therefore gives a tetrahedron stretched along $z$: two angles are squeezed from 109.47° to 90°, and the other four open to 120°.

**A numerical example**

Take a bond length $d=0.20$ nm. For $\beta=90^\circ$, $s=c=1/\sqrt2$, and each nonzero coordinate has magnitude $0.20/\sqrt2=0.1414$ nm:

- A1 and A2: $(\pm0.1414,\;0,\;0.1414)$ nm
- B1 and B2: $(0,\;\pm0.1414,\;-0.1414)$ nm

For two bonds of equal length $d$ at an angle $\alpha$, the law of cosines gives the squared donor–donor distance $2d^2(1-\cos\alpha)$. Within a ligand $\alpha=90^\circ$, and between ligands $\alpha=120^\circ$:

$$D_{\rm in}=\sqrt2\,d=0.2828\ \text{nm},\qquad
D_{\rm out}=\sqrt{2\left(1+\tfrac12\right)}\,d=\sqrt3\,d=0.3464\ \text{nm}.$$

You can also run this backwards. From the coordinates of A1 and B1, the squared distance is

$$(0.1414)^2+(0.1414)^2+(0.2828)^2=0.12\ \text{nm}^2,$$

where the last term is the separation along $z$. The law of cosines then returns

$$\cos\theta=\frac{0.04+0.04-0.12}{2\times0.04}=-\frac12.$$

The numerical output below lists all four angles separately.

**Why perpendicular planes and 90° bites are not enough**

Suppose you keep those two conditions but drop $D_{2d}$. There are several ways to lose the 120°.

*Both ligands on the same side.* Reverse the $z$ components of B, so that $\mathbf b_\pm=(0,\pm s,+c)$. The planes and bites are unchanged, but now $\cos\theta=+c^2=1/2$ and all four angles are 60°. The metal sits at the apex of a square pyramid.

*Ligand B tilted within its own plane.* Rotate B rigidly about $x$ by an angle $\delta$. This rotation sends $(x,y,z)$ to $(x,\;y\cos\delta-z\sin\delta,\;y\sin\delta+z\cos\delta)$, so

$$\mathbf b'_\pm=(0,\;\pm s\cos\delta+c\sin\delta,\;\pm s\sin\delta-c\cos\delta).$$

B stays in the $yz$ plane and keeps its bite, but

$$\mathbf a\cdot\mathbf b'_\pm=c\,(\pm s\sin\delta-c\cos\delta)
=\frac{-\cos\delta\pm\sin\delta}{2}\qquad(\beta=90^\circ).$$

One donor of B moves closer in angle to both donors of A, and the other moves away. For $\delta=5^\circ$ the cosines are $(-0.9962\pm0.0872)/2$, which gives two angles of 117.03° and two of 122.80°.

*Ligand B tilted out of its own plane.* Rotate B about $y$ instead, which sends $(x,y,z)$ to $(x\cos\delta+z\sin\delta,\;y,\;-x\sin\delta+z\cos\delta)$:

$$\mathbf b''_\pm=(-c\sin\delta,\;\pm s,\;-c\cos\delta).$$

The new plane of B still contains the direction $y$, because $\mathbf b''_+-\mathbf b''_-=(0,2s,0)$. Its normal is therefore perpendicular to $y$, which is the normal of plane A, so the planes are still perpendicular. The scalar products are

$$\mathbf a_\pm\cdot\mathbf b''=\mp sc\sin\delta-c^2\cos\delta
=\frac{-\cos\delta\mp\sin\delta}{2}\qquad(\beta=90^\circ).$$

These are the same two values as before, and the agreement holds for any bite: both tilts give $-c^2\cos\delta\pm sc\sin\delta$. The reason is that turning B about $y$ is the same relative motion as tilting A the opposite way within its own plane. This time it is the donors of A that become inequivalent.

**Does 120° imply the symmetric arrangement?**

For two 90° bites it does, as far as bond directions are concerned. Place A as above and suppose that both bonds of B make 120° with both bonds of A.

1. Each $\mathbf b$ has the same scalar product with $\mathbf a_+$ and $\mathbf a_-$. It is therefore perpendicular to $\mathbf a_+-\mathbf a_-$, which lies along $x$. So B lies in the $yz$ plane.
2. Both bonds of B have the same scalar product with each $\mathbf a$. Their difference is therefore perpendicular to $\mathbf a_++\mathbf a_-$, which lies along $z$. Being in the $yz$ plane, the difference lies along $y$.
3. The sum and difference of two unit vectors are perpendicular, since $(\mathbf b_1+\mathbf b_2)\cdot(\mathbf b_1-\mathbf b_2)=1-1=0$. The sum is also in the $yz$ plane, so the bisector of B lies along $z$.
4. The bisector could still point along $+z$ or $-z$. The first choice gives 60°, as shown above, so it must be $-z$.

The bond directions are then those of the $D_{2d}$ arrangement. The bond lengths are not determined by this argument, because stretching a bond along its own direction changes no angle at M. Unequal lengths would lower the symmetry and change the distances, but leave the 120° intact.

**How sensitive is the 120°?**

First keep $D_{2d}$ and change both bites together. Differentiating $\cos\theta=-(1+\cos\beta)/2$ gives

$$-\sin\theta\,\frac{d\theta}{d\beta}=\frac{\sin\beta}{2}
\quad\Longrightarrow\quad
\frac{d\theta}{d\beta}=-\frac{\sin\beta}{2\sin\theta}.$$

At $\beta=90^\circ$, $\sin\theta=\sqrt3/2$ and the slope is $-1/\sqrt3=-0.5774$ degrees per degree. A bite 5° wider should lower $\theta$ by about 2.89°. The full formula at $\beta=95^\circ$ gives 117.16°, a shift of −2.84° from 120°. All four angles remain equal.

Next keep the bites at 90° and the bisectors opposite, but let the planes make a dihedral angle $\phi$ instead of 90°. The transverse part of B then has a component along $x$:

$$\mathbf b_\pm=(\pm s\cos\phi,\;\pm s\sin\phi,\;-c).$$

Two of the four scalar products multiply equal signs and two multiply opposite signs, so

$$\cos\theta=-c^2\pm s^2\cos\phi=\frac{-1\pm\cos\phi}{2}\qquad(\beta=90^\circ).$$

At $\phi=90^\circ$ the second term vanishes and 120° returns. At $\phi=80^\circ$, $\cos\phi=0.1736$, and the angles split into two of 114.40° and two of 125.93°. At $\phi=0$ the ligands are coplanar and the angles are 90° and 180°, which is the square-planar complex. So the perpendicular planes do matter: they remove the term that would split the four angles.

**Comparison with a real precursor**

The numbers above are round model parameters, not data for a particular compound. A monomeric zinc bis(β-diketonate), with two chelating ligands and four oxygen donors, is an example of the kind of molecule meant. Its bond lengths and bites have to be taken from a measured or computed structure. If the bites were 95° instead of 90°, that alone would bring the inter-ligand angles to about 117°. A twist of 10° away from perpendicular planes moves the angles by up to about 6° and splits them into two pairs. The 5° tilt moves them by about 3°. Per degree of distortion the three effects are alike: at a 90° bite, a small change of bite, a small twist and a small tilt each shift $\theta$ by $1/\sqrt3\approx0.58$ degrees per degree. These twist and tilt values are chosen to show the scale and are not data for the molecule.

The model is also a static geometry for four donors. It does not predict which bite or twist a given metal and ligand will adopt, and it does not apply if further donors bind to the metal, for instance when molecules associate in a solid. For a real structure, first see whether the four inter-ligand angles agree with one another. If they do, check also that the two bites are equal and that the ligands lie on opposite sides of the metal; the boxed formula then relates the four angles to the bite. If the four angles split into pairs, a twist or a tilt is a possible cause, and the pattern helps to tell them apart. In either of the two tilts treated above, about $x$ or about $y$, the two equal angles of a pair share a donor; a tilt about another axis in the $xy$ plane mixes the two and in general gives four different angles. In a pure twist they do not: the pairs are A1–B1 with A2–B2, and A1–B2 with A2–B1.

## Values computed for the example and the checks

```
Bond length d: 0.20 nm
Bite angle set: 90.0 deg
Donor A1 (x, y, z): 0.1414, 0.0000, 0.1414 nm
Donor A2 (x, y, z): -0.1414, 0.0000, 0.1414 nm
Donor B1 (x, y, z): 0.0000, 0.1414, -0.1414 nm
Donor B2 (x, y, z): 0.0000, -0.1414, -0.1414 nm
Angle between ligand planes: 90.00 deg
Bite angles measured, A and B: 90.00, 90.00 deg
Angle A1-M-B1: 120.00 deg
Angle A1-M-B2: 120.00 deg
Angle A2-M-B1: 120.00 deg
Angle A2-M-B2: 120.00 deg
Exact cosine of all four (no unit): -1/2
Order of the symmetry group (no unit): 8
Donor-donor distance within a ligand: 0.2828 nm
Donor-donor distance between ligands: 0.3464 nm
Regular tetrahedron, bite: 109.47 deg
Regular tetrahedron, theta: 109.47 deg
Slope dtheta/dbeta at 90 deg (deg per deg): -0.5774
Wider bite, beta: 95.0 deg
Wider bite, all four theta: 117.16 deg
Wider bite, shift from 120: -2.84 deg
Twisted planes, dihedral phi: 80.0 deg
Twisted planes, theta (two of each): 114.40, 125.93 deg
Tilted ligand, delta: 5.0 deg
Tilt in its own plane, theta (two of each): 117.03, 122.80 deg
Tilt out of its own plane, theta (two of each): 117.03, 122.80 deg
Coplanar ligands, theta (two of each): 90.00, 180.00 deg
Both ligands on one side, all four theta: 60.00 deg
```
